# When to take a single uptake reading to find a rate constant: verification in Python

```python
"""
Result under test: for first-order uptake m(t) = M*(1 - exp(-k*t)), with M known
and constant Gaussian noise sigma, one reading is most informative about k at
t = 1/k (coverage 1 - 1/e); the relative error of k is then e*sigma/M to leading
order in sigma/M.
Symbols: k rate constant, M saturation uptake, sigma noise, s = sigma/M,
x = k*t reduced time, theta = m/M coverage.
Example: trimethylaluminium (TMA) on hydroxylated alumina, rough typical values.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq, minimize_scalar
from scipy.stats import norm

# ---------- example inputs ----------
pressure_mTorr = 1.0
temperature = 450.0             # K
sticking = 0.004                # initial sticking probability
sites_cm2 = 4.0e14              # adsorbed molecules per cm2 at saturation
methane_released = 1.5          # per adsorbed TMA
sigma = 0.5                     # ng/cm2
mass_C, mass_H, mass_Al = 12.011, 1.008, 26.982     # atomic mass units
mass_TMA = mass_Al + 3 * mass_C + 9 * mass_H
mass_methane = mass_C + 4 * mass_H

# ---------- rate constant and saturation uptake ----------
pressure_Pa = pressure_mTorr * 1e-3 * const.torr
flux_cm2 = 1e-4 * pressure_Pa / np.sqrt(
    2 * np.pi * mass_TMA * const.atomic_mass * const.k * temperature)
k = sticking * flux_cm2 / sites_cm2                 # 1/s
net_mass = mass_TMA - methane_released * mass_methane
M = sites_cm2 * net_mass * const.atomic_mass * 1e12  # kg -> ng
s = sigma / M
t_best = 1 / k

# Gauss-Hermite rule for averages over a standard normal variable
z_nodes, z_weights = np.polynomial.hermite_e.hermegauss(20)
z_weights = z_weights / z_weights.sum()


def uptake(rate, t):
    return M * (1 - np.exp(-rate * t))


def leading_error(x):
    """Relative standard error of k, leading order in the noise."""
    return s * np.exp(x) / x


# ---------- Fisher information from the likelihood itself ----------
def fisher(t):
    readings = uptake(k, t) + sigma * z_nodes
    h = 1e-4 * k

    def log_like(rate):
        return -(readings - uptake(rate, t))**2 / (2 * sigma**2)

    score = (log_like(k + h) - log_like(k - h)) / (2 * h)
    return z_weights @ score**2


for x in (0.2, 0.7, 1.0, 2.5):
    assert np.isclose(1 / (k * np.sqrt(fisher(x / k))), leading_error(x), rtol=1e-5)
search = minimize_scalar(lambda x: -fisher(x / k), bounds=(0.05, 6),
                         method="bounded", options={"xatol": 1e-8})
x_fisher = search.x
assert abs(x_fisher - 1) < 1e-4
early = np.array([fisher(x / k) for x in np.linspace(0.02, 1, 50)])
late = np.array([fisher(x / k) for x in np.linspace(1, 8, 50)])
assert np.all(np.diff(early) > 0) and np.all(np.diff(late) < 0)

# ---------- simulated readings, inverted through the integrated rate law ----------
x_table = np.linspace(0, 12, 24001)
theta_table = solve_ivp(lambda x, y: 1 - y, (0, 12), [0.0], t_eval=x_table,
                        method="DOP853", rtol=1e-11, atol=1e-13).y[0]
assert np.max(np.abs(theta_table - (1 - np.exp(-x_table)))) < 1e-8
rng = np.random.default_rng(12345)
n_sim = 300000
simulated = {}
for x in (0.5, 1.0, 2.0):
    theta_read = np.interp(x, x_table, theta_table) + s * rng.standard_normal(n_sim)
    k_ratio = np.interp(theta_read, theta_table, x_table) / x
    simulated[x] = k_ratio.std()
    # tolerance covers the next order in the noise and the sampling error
    assert abs(simulated[x] / leading_error(x) - 1) < 0.03
assert simulated[1.0] < simulated[0.5] < simulated[2.0]


# ---------- shift of the optimum at finite noise ----------
def estimator_variance(x, noise):
    theta_read = 1 - np.exp(-x) + noise * z_nodes
    k_ratio = -np.log(1 - theta_read) / x
    mean = z_weights @ k_ratio
    return z_weights @ (k_ratio - mean)**2


def finite_noise_optimum(noise):
    return minimize_scalar(lambda x: estimator_variance(x, noise) / noise**2,
                           bounds=(0.5, 1.5), method="bounded",
                           options={"xatol": 1e-9}).x


for noise in (0.008, s):
    shift = finite_noise_optimum(noise) - 1
    assert abs(shift / (-2.5 * np.e**2 * noise**2) - 1) < 0.02
x_finite = finite_noise_optimum(s)

# ---------- width of the optimum ----------
x_low = brentq(lambda x: leading_error(x) / leading_error(1) - 1.1, 0.2, 1)
x_high = brentq(lambda x: leading_error(x) / leading_error(1) - 1.1, 1, 3)


# ---------- noise proportional to the signal: no interior optimum ----------
def error_per_relative_noise(x):
    r = 1e-5
    theta = 1 - np.exp(-x)
    return (np.log(1 - theta * (1 - r)) - np.log(1 - theta * (1 + r))) / (2 * r * x)


x_grid = np.linspace(0.05, 4, 80)
numeric = error_per_relative_noise(x_grid)
assert np.allclose(numeric, np.expm1(x_grid) / x_grid, rtol=1e-5)
assert np.all(np.diff(numeric) > 0)

# ---------- errors in saturation uptake and in time ----------
rel_M_error = 0.02
time_error = 0.010              # s


def combined_error(x):
    return np.sqrt(leading_error(x)**2 + (rel_M_error * np.expm1(x) / x)**2
                   + (k * time_error / x)**2)


x_combined = minimize_scalar(combined_error, bounds=(0.2, 3), method="bounded",
                             options={"xatol": 1e-9}).x
for x in (0.5, x_combined, 1.5):
    true_time = x / k + time_error * rng.standard_normal(n_sim)
    readings = uptake(k, true_time) + sigma * rng.standard_normal(n_sim)
    assumed_M = M * (1 + rel_M_error * rng.standard_normal(n_sim))
    k_est = -np.log(1 - readings / assumed_M) / (x / k)
    assert abs(k_est.std() / k / combined_error(x) - 1) < 0.03


# ---------- biases from effects outside the model, read at t = 1/k ----------
def apparent_bias(theta):
    return -np.log(1 - theta) / (k * t_best) - 1


def coverage_at_best(rate_law):
    return solve_ivp(rate_law, (0, t_best), [0.0], method="DOP853",
                     rtol=1e-11, atol=1e-13).y[0, -1]


offset = 1.0                    # ng/cm2
bias_offset = apparent_bias((uptake(k, t_best) + offset) / M)
assert abs(bias_offset / (np.e * offset / M) - 1) < 0.1   # first-order estimate
rise_time = 0.050               # s
bias_rise = apparent_bias(coverage_at_best(
    lambda t, y: k * (1 - np.exp(-t / rise_time)) * (1 - y)))
assert np.isclose(bias_rise, -rise_time / t_best * (1 - np.exp(-t_best / rise_time)),
                  rtol=1e-6)
theta_second = coverage_at_best(lambda t, y: k * (1 - y)**2)
bias_second = apparent_bias(theta_second)
assert np.isclose(bias_second, np.log(2) - 1, rtol=1e-6)

# ---------- output ----------
print(f"pressure: {pressure_mTorr:.1f} mTorr")
print(f"temperature: {temperature:.0f} K")
print(f"initial sticking probability: {sticking:.3f}")
print(f"saturation density: {sites_cm2:.1e} molecules/cm2")
print(f"methane released per TMA: {methane_released:.1f}")
print(f"TMA mass: {mass_TMA:.2f} u")
print(f"net mass gained per TMA: {net_mass:.2f} u")
print(f"noise sigma: {sigma:.2f} ng/cm2")
print(f"gas flux: {flux_cm2:.3e} molecules/(cm2 s)")
print(f"rate constant k: {k:.3f} 1/s")
print(f"saturation uptake M: {M:.2f} ng/cm2")
print(f"s = sigma/M: {s:.5f}")
print(f"best time 1/k: {t_best:.3f} s")
print(f"coverage at 1/k: {100 * uptake(k, t_best) / M:.2f} percent")
print(f"uptake at 1/k: {uptake(k, t_best):.2f} ng/cm2")
print(f"k*t at numerical Fisher maximum: {x_fisher:.5f}")
print(f"least relative error e*s: {100 * leading_error(1):.2f} percent")
print(f"least absolute error of k: {k * leading_error(1):.3f} 1/s")
for x in (0.5, 1.0, 2.0):
    print(f"k*t={x:.1f}: error formula {100 * leading_error(x):.2f}, "
          f"simulated {100 * simulated[x]:.2f} percent")
    print(f"k*t={x:.1f}: error / least error {leading_error(x) / leading_error(1):.3f}")
print(f"10 percent window, k*t: {x_low:.3f} to {x_high:.3f}")
print(f"10 percent window, time: {x_low / k:.3f} to {x_high / k:.3f} s")
print(f"10 percent window, coverage: {100 * (1 - np.exp(-x_low)):.1f} to "
      f"{100 * (1 - np.exp(-x_high)):.1f} percent")
print(f"finite-noise optimum k*t, quadrature: {x_finite:.5f}")
print(f"finite-noise optimum k*t, formula: {1 - 2.5 * np.e**2 * s**2:.5f}")
print(f"gap to saturation at k*t=1: {np.exp(-1) / s:.1f} sigma")
print(f"chance of reading above M at k*t=5: {100 * norm.sf(np.exp(-5) / s):.1f} percent")
print(f"assumed error of M: {100 * rel_M_error:.1f} percent")
print(f"its effect on k at 1/k: {100 * rel_M_error * np.expm1(1):.2f} percent")
print(f"assumed timing error: {1000 * time_error:.0f} ms")
print(f"its effect on k at 1/k: {100 * k * time_error:.2f} percent")
print(f"combined error at 1/k: {100 * combined_error(1):.2f} percent")
print(f"optimum k*t with all three errors: {x_combined:.3f}")
print(f"combined error at that optimum: {100 * combined_error(x_combined):.2f} percent")
print(f"baseline offset: {offset:.1f} ng/cm2")
print(f"bias of k from offset: {100 * bias_offset:+.1f} percent")
print(f"pressure rise time: {1000 * rise_time:.0f} ms")
print(f"bias of k from pressure rise: {100 * bias_rise:+.1f} percent")
print(f"second-order coverage at 1/k: {100 * theta_second:.1f} percent")
print(f"bias of k if kinetics second order: {100 * bias_second:+.1f} percent")
print("checks complete")
```

Output:

```
pressure: 1.0 mTorr
temperature: 450 K
initial sticking probability: 0.004
saturation density: 4.0e+14 molecules/cm2
methane released per TMA: 1.5
TMA mass: 72.09 u
net mass gained per TMA: 48.02 u
noise sigma: 0.50 ng/cm2
gas flux: 1.950e+17 molecules/(cm2 s)
rate constant k: 1.950 1/s
saturation uptake M: 31.90 ng/cm2
s = sigma/M: 0.01568
best time 1/k: 0.513 s
coverage at 1/k: 63.21 percent
uptake at 1/k: 20.16 ng/cm2
k*t at numerical Fisher maximum: 1.00000
least relative error e*s: 4.26 percent
least absolute error of k: 0.083 1/s
k*t=0.5: error formula 5.17, simulated 5.17 percent
k*t=0.5: error / least error 1.213
k*t=1.0: error formula 4.26, simulated 4.27 percent
k*t=1.0: error / least error 1.000
k*t=2.0: error formula 5.79, simulated 5.89 percent
k*t=2.0: error / least error 1.359
10 percent window, k*t: 0.624 to 1.502
10 percent window, time: 0.320 to 0.770 s
10 percent window, coverage: 46.4 to 77.7 percent
finite-noise optimum k*t, quadrature: 0.99547
finite-noise optimum k*t, formula: 0.99546
gap to saturation at k*t=1: 23.5 sigma
chance of reading above M at k*t=5: 33.4 percent
assumed error of M: 2.0 percent
its effect on k at 1/k: 3.44 percent
assumed timing error: 10 ms
its effect on k at 1/k: 1.95 percent
combined error at 1/k: 5.81 percent
optimum k*t with all three errors: 0.926
combined error at that optimum: 5.79 percent
baseline offset: 1.0 ng/cm2
bias of k from offset: +8.9 percent
pressure rise time: 50 ms
bias of k from pressure rise: -9.8 percent
second-order coverage at 1/k: 50.0 percent
bias of k if kinetics second order: -30.7 percent
checks complete
```
